# Floor flux in an etch hole: radical tracing versus Clausing conductance: test program

```python
"""
Radicals in a cylindrical etch hole: tracing versus an integral equation.
Result under test: without wall loss, the mean floor flux H (entrance flux = 1)
obeys H <= K/(K+S-K*S), where K is the Clausing transmission probability and
S the floor reaction probability. The gap follows from nonuniform arrival on
the floor. Wall recombination probability s lowers H further.
Lengths in the transport functions are in units of the hole radius.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

PI = np.pi


def disk_exchange(r1, r2, h):
    """Area times view factor for two coaxial disks separated by h."""
    x = r1**2 + r2**2 + h**2
    root = np.sqrt(((r1-r2)**2+h**2)*((r1+r2)**2+h**2))
    return 2*PI*r1**2*r2**2/(x+root)


def make_mesh(depth, n_wall, n_floor):
    """Exchange areas of wall rings, floor annuli and the open mouth."""
    edges = depth/2*(1-np.cos(np.linspace(0, PI, n_wall+1)))
    radii = np.linspace(0, 1, n_floor+1)
    wall_area = 2*PI*np.diff(edges)
    floor_area = PI*np.diff(radii**2)
    pair = disk_exchange(1., 1., np.abs(edges[:, None]-edges))
    ww = -np.diff(np.diff(pair, axis=0), axis=1) + np.diag(wall_area)
    floor_pair = disk_exchange(radii[:, None], 1., edges[None, :])
    fw = -np.diff(np.diff(floor_pair, axis=0), axis=1)
    ft = np.diff(floor_pair[:, -1])
    wt = np.diff(disk_exchange(1., 1., depth-edges))
    return dict(aw=wall_area, af=floor_area, ww=ww, fw=fw, ft=ft, wt=wt)


def solve_flux(m, s, S):
    """Mean floor flux, local floor flux, and fraction recombined on wall."""
    nf = len(m['af'])
    area = np.r_[m['af'], m['aw']]
    ex = np.block([[np.zeros((nf, nf)), m['fw']], [m['fw'].T, m['ww']]])
    survive = np.r_[np.full(nf, 1-S), np.full(len(m['aw']), 1-s)]
    flux = np.linalg.solve(np.diag(area)-ex*survive, np.r_[m['ft'], m['wt']])
    mean = m['af'] @ flux[:nf]/PI
    return mean, flux[:nf], s*(m['aw'] @ flux[nf:])/PI


def eliminate_wall(m, s):
    """First-arrival flux and floor-to-floor return matrix."""
    rhs = np.column_stack([m['fw'].T, m['wt']])
    x = np.linalg.solve(np.diag(m['aw'])-(1-s)*m['ww'], rhs)
    returned = (1-s)*m['fw'] @ x[:, :-1]
    first = (m['ft']+(1-s)*m['fw'] @ x[:, -1])/m['af']
    return first, returned


def conductance(K, S):
    return K/(K+S-K*S)


def deep_formula(depth, s, S):
    kappa, g = np.sqrt(3*s)/2, 4*np.sqrt(s/3)
    return 1/(np.cosh(kappa*depth)
              + (S/g+g*(2-S)/4)*np.sinh(kappa*depth))


def trace(n, depth, s, S, seed, specular=0.):
    """Trace n radicals; z runs from the mouth (0) to the floor (depth)."""
    rng = np.random.default_rng(seed)

    def cosine_direction(k):
        c2, phi = rng.random(k), 2*PI*rng.random(k)
        side = np.sqrt(1-c2)
        return np.sqrt(c2), side*np.cos(phi), side*np.sin(phi)

    rho, angle = np.sqrt(rng.random(n)), 2*PI*rng.random(n)
    x, y, z = rho*np.cos(angle), rho*np.sin(angle), np.zeros(n)
    uz, ux, uy = cosine_direction(n)
    ids = np.arange(n)
    floor_hits, wall_hits, path = np.zeros(n), np.zeros(n), np.zeros(n)
    reacted, recombined = np.zeros(n), np.zeros(n)
    while ids.size:
        a = np.maximum(ux*ux+uy*uy, 1e-300)
        b = x*ux+y*uy
        c = np.maximum(1-x*x-y*y, 0)
        t = (-b+np.sqrt(b*b+a*c))/a
        z_new = z+t*uz
        top, floor = z_new < 0, z_new > depth
        wall = ~(top | floor)
        t[top] = -z[top]/uz[top]
        t[floor] = (depth-z[floor])/uz[floor]
        path[ids] += t
        x, y, z = x+t*ux, y+t*uy, z+t*uz
        floor_hits[ids[floor]] += 1
        wall_hits[ids[wall]] += 1
        lost = rng.random(ids.size) < np.where(floor, S, s)
        reacted[ids[floor & lost]] = 1
        recombined[ids[wall & lost]] = 1
        keep = ~top & ~lost
        x, y, z, ids = x[keep], y[keep], z[keep], ids[keep]
        ux, uy, uz, floor = ux[keep], uy[keep], uz[keep], floor[keep]
        z[floor] = depth
        scale = np.where(floor, 1., np.hypot(x, y))
        x, y = x/scale, y/scale
        cn, t1, t2 = cosine_direction(ids.size)
        vx = np.where(floor, t1, -cn*x-t1*y)
        vy = np.where(floor, t2, -cn*y+t1*x)
        vz = np.where(floor, -cn, t2)
        if specular:
            mirror = (~floor) & (rng.random(ids.size) < specular)
            dot = ux*x+uy*y
            vx = np.where(mirror, ux-2*dot*x, vx)
            vy = np.where(mirror, uy-2*dot*y, vy)
            vz = np.where(mirror, uz, vz)
        ux, uy, uz = vx, vy, vz
    return dict(floor=floor_hits, wall=wall_hits, path=path,
                reacted=reacted, recombined=recombined)


def mean_error(values):
    return values.mean(), values.std(ddof=1)/np.sqrt(len(values))


def agrees(values, expected):
    mean, error = mean_error(values)
    return abs(mean-expected) < 4*error


# Exchange areas against integration of the cosine-emission kernel.
node, weight = np.polynomial.legendre.leggauss(24)
unit, weight = (node+1)/2, weight/2
phi = 2*PI*np.arange(128)/128
r1, r2, gap = 0.6, 1.0, 0.8
X, Y, P = np.meshgrid(r1*unit, r2*unit, phi, indexing='ij')
kernel = gap**2/PI/(gap**2+X**2+Y**2-2*X*Y*np.cos(P))**2
inner = kernel.mean(axis=2)*2*PI
disk_quad = np.einsum('i,j,ij->', 2*PI*r1**2*unit*weight,
                      r2**2*unit*weight, inner)
assert abs(disk_quad/disk_exchange(r1, r2, gap)-1) < 1e-8
X, Y, P = np.meshgrid(0.5*unit, 1+0.4*unit, phi, indexing='ij')
q = 1-np.cos(P)
inner = (q**2/PI/(2*q+(X-Y)**2)**2).mean(axis=2)*2*PI
ring_quad = 2*PI*0.5*0.4*np.einsum('i,j,ij->', weight, weight, inner)
ring_formula = (disk_exchange(1, 1, .5)-disk_exchange(1, 1, 1.)
                - disk_exchange(1, 1, .9)+disk_exchange(1, 1, 1.4))
assert abs(ring_quad/ring_formula-1) < 1e-7

# Example inputs: rough values typical of fluorine plasma etching of silicon.
diameter, hole_depth = 100e-9, 1000e-9
radius = diameter/2
depth = hole_depth/radius
S, s, temperature = 0.2, 0.01, 300.
mtorr = const.torr/1000
p_F, p_total = 1*mtorr, 20*mtorr
mass_F = 18.998*const.atomic_mass
speed = np.sqrt(8*const.k*temperature/(PI*mass_F))
flux0 = p_F/np.sqrt(2*PI*mass_F*const.k*temperature)
a_si = const.physical_constants['lattice parameter of silicon'][0]
n_si = 8/a_si**3

# Integral equation and its mesh convergence.
coarse, fine = make_mesh(depth, 400, 30), make_mesh(depth, 800, 60)
K = solve_flux(fine, 0, 1)[0]
H0, local0, _ = solve_flux(fine, 0, S)
H, local, recombined = solve_flux(fine, s, S)
Kc = solve_flux(coarse, 0, 1)[0]
H0c = solve_flux(coarse, 0, S)[0]
Hc = solve_flux(coarse, s, S)[0]
assert abs(K/Kc-1) < 2e-3 and abs(H/Hc-1) < 2e-3
excess, excess_c = conductance(K, S)-H0, conductance(Kc, S)-H0c
single = make_mesh(depth, 400, 1)
K1 = solve_flux(single, 0, 1)[0]
assert abs(solve_flux(single, 0, S)[0]-conductance(K1, S)) < 1e-10

# Gap formula and bound over shallow and deep holes.
worst = (0., 0., 0.)
for aspect in (0.25, 0.5, 1, 2, 5, 10):
    m = make_mesh(2*aspect, 200, 30)
    first, returned = eliminate_wall(m, 0)
    k = solve_flux(m, 0, 1)[0]
    dw = first-k
    variance = m['af'] @ dw**2/PI
    for prob in (0.02, 0.1, 0.2, 0.4, 0.6, 0.8):
        actual = conductance(k, prob)-solve_flux(m, 0, prob)[0]
        response = np.linalg.solve(np.diag(m['af'])-(1-prob)*returned,
                                   m['af']*dw)
        denom = (k+prob-k*prob)**2
        predicted = prob*(1-prob)*(m['af']*dw) @ response/PI/denom
        assert abs(actual-predicted) < 1e-10+1e-4*predicted
        assert -1e-10 < actual < (1-prob)*variance/denom+1e-10
        relative = actual/(conductance(k, prob)-actual)
        worst = max(worst, (relative, aspect, prob))

# Tracing tests: equilibrium, Clausing transmission, and reactive holes.
equilibrium = trace(50000, 4., 0, 0, 11)
assert agrees(equilibrium['floor'], 1)
assert agrees(equilibrium['wall'], 8)
assert agrees(equilibrium['path'], 16)
clausing = trace(100000, depth, 0, 1, 12)
assert agrees(clausing['floor'], K)
no_loss = trace(100000, depth, 0, S, 13)
assert agrees(no_loss['floor'], H0)
base = trace(200000, depth, s, S, 14)
assert agrees(base['floor'], H)
assert agrees(base['reacted'], S*H)
assert agrees(base['recombined'], recombined)
mc_hit, err_hit = mean_error(base['floor'])
mc_react, err_react = mean_error(base['reacted']/S)

first, returned = eliminate_wall(fine, s)
T, B = fine['af'] @ first/PI, returned.sum()/PI
lumped = T/(1-(1-S)*B)
assert abs(lumped/H-1) < 5e-3
chain = (1-S)*B
err_pred = np.sqrt((H*(1+chain)/(1-chain)-H**2)/len(base['floor']))
assert abs(err_hit/err_pred-1) < 0.06

# Deep-hole limit with total wall and floor losses held comparable.
deep_mesh = make_mesh(80., 1000, 20)
H_deep = solve_flux(deep_mesh, s/16, S/4)[0]
dev10 = deep_formula(depth, s, S)/H-1
dev40 = deep_formula(80., s/16, S/4)/H_deep-1
assert abs(dev10) < 0.15 and abs(dev40) < 0.08
assert abs(dev40) < abs(dev10)
long_ratio = solve_flux(make_mesh(200., 1500, 10), 0, 1)[0]*3*200/8
assert abs(long_ratio-1) < 0.05 and abs(long_ratio-1) < abs(K*3*depth/8-1)

# Sizes of neglected effects.
mirror = trace(100000, depth, s, S, 15, specular=0.1)
H_mirror, err_mirror = mean_error(mirror['floor'])
assert H_mirror-H > 3*err_mirror
rate_open = S*flux0/(4*n_si)
rate = rate_open*H
free_path = const.k*temperature/(np.sqrt(2)*PI*(0.4e-9)**2*p_total)
assert free_path/hole_depth > 100
stay = base['path'].mean()*radius/speed
product_flux = S*H*flux0/4
mass_product = (28.085+4*18.998)*const.atomic_mass
product_speed = np.sqrt(8*const.k*temperature/(PI*mass_product))
product_density = 2*product_flux*(2/K-1)/product_speed
product_pressure = product_density*const.k*temperature
ion_flux = 20./const.e
capacity = 20*ion_flux


def coverage_balance(prob):
    arriving = flux0*T/(1-(1-prob)*B)
    return prob-S/(1+S*arriving/capacity)


S_cov = brentq(coverage_balance, 1e-8, S)
H_cov = T/(1-(1-S_cov)*B)
H_low, H_high = (solve_flux(coarse, v, S)[0] for v in (0.005, 0.02))

print(f"Hole diameter, depth: {diameter*1e9:.0f}, {hole_depth*1e9:.0f} nm")
print(f"Floor reaction S, wall recombination s: {S:.2f}, {s:.3f}")
print(f"Temperature: {temperature:.0f} K")
print(f"F and total pressure: {p_F/mtorr:.1f}, {p_total/mtorr:.1f} mTorr")
print(f"Mean F speed: {speed:.1f} m/s")
print(f"Entrance F flux: {flux0/1e4:.4e} cm^-2 s^-1")
print(f"Silicon atom density: {n_si/1e6:.4e} cm^-3")
print(f"Clausing K: {K:.6f}; mesh shift {K-Kc:.1e}")
print(f"Zero-loss H: {H0:.6f}; mesh shift {H0-H0c:.1e}")
print(f"Conductance H: {conductance(K, S):.6f}")
print(f"Conductance excess: {excess:.3e}; coarse mesh {excess_c:.3e}")
print(f"Largest scanned relative excess: {100*worst[0]:.4f} %")
print(f"  at depth/diameter {worst[1]:.2f}, S {worst[2]:.2f}")
print(f"H with wall loss: {H:.6f}; mesh shift {H-Hc:.1e}")
print(f"Zero-loss H / H with loss: {H0/H:.4f}")
print(f"Floor centre and edge flux / Gamma0: {local[0]:.5f}, {local[-1]:.5f}")
print(f"First-arrival T, floor-return B: {T:.6f}, {B:.6f}")
print(f"Uniform re-emission H with loss: {lumped:.6f}")
print(f"Traced radicals, example: {len(base['floor'])}")
print(f"Traced K: {clausing['floor'].mean():.5f}"
      f" +/- {mean_error(clausing['floor'])[1]:.5f}")
print(f"Traced zero-loss H: {no_loss['floor'].mean():.5f}"
      f" +/- {mean_error(no_loss['floor'])[1]:.5f}")
print(f"Traced H from hits: {mc_hit:.5f} +/- {err_hit:.5f}")
print(f"Traced H from reactions: {mc_react:.5f} +/- {err_react:.5f}")
print(f"Predicted hit-estimator error: {err_pred:.5f}")
print(f"Fractions reacted, recombined, escaped: {S*H:.5f},"
      f" {recombined:.5f}, {1-S*H-recombined:.5f}")
print(f"Equilibrium floor hits, wall hits, path/R (depth 4R):"
      f" {equilibrium['floor'].mean():.3f}, {equilibrium['wall'].mean():.3f},"
      f" {equilibrium['path'].mean():.3f}")
print(f"Deep formula H at depth/diameter 10: {deep_formula(depth, s, S):.5f}")
print(f"Deep formula deviation at 10, 40: {100*dev10:.2f}, {100*dev40:.2f} %")
print(f"K*3L/(8R) at depth/diameter 100: {long_ratio:.4f}")
print("Depth/diameter | K | zero-loss H | conductance H | H at s=0.01")
for aspect in (1, 2, 5, 10, 20, 40):
    m = make_mesh(2*aspect, 800, 30)
    k, h0, hs = (solve_flux(m, v, w)[0] for v, w in ((0, 1), (0, S), (s, S)))
    print(f"{aspect:3d} | {k:.5f} | {h0:.5f} |"
          f" {conductance(k, S):.5f} | {hs:.5f}")
m40 = make_mesh(80., 400, 30)
print(f"Mesh shift at 40, K and H with loss: {k-solve_flux(m40, 0, 1)[0]:.1e},"
      f" {hs-solve_flux(m40, s, S)[0]:.1e}")
print(f"Open-surface etch rate: {rate_open*6e10:.2f} nm/min")
print(f"Hole-floor etch rate: {rate*6e10:.2f} nm/min")
print(f"Zero-loss floor etch rate: {rate_open*H0*6e10:.2f} nm/min")
print(f"Gas mean free path (0.4 nm spheres): {free_path*1e9:.3e} nm")
print(f"SiF4 pressure at floor: {product_pressure/mtorr:.4f} mTorr")
print(f"Mean radical stay: {stay*1e9:.3f} ns")
print(f"Floor motion during stay: {rate*stay*1e9:.2e} nm")
print(f"H with 10% specular wall hits: {H_mirror:.5f} +/- {err_mirror:.5f}")
print(f"H at s=0.005 and s=0.02: {H_low:.5f}, {H_high:.5f}")
print(f"Ion current: {ion_flux*const.e/10:.1f} mA/cm^2;"
      f" F removed per ion: {capacity/ion_flux:.0f}")
print(f"Coverage-limited S and H: {S_cov:.5f}, {H_cov:.5f}")
print(f"Coverage change of etch rate: {100*(S_cov*H_cov/(S*lumped)-1):.2f} %")
print("all assertions hold")
```

Output:

```
Hole diameter, depth: 100, 1000 nm
Floor reaction S, wall recombination s: 0.20, 0.010
Temperature: 300 K
F and total pressure: 1.0, 20.0 mTorr
Mean F speed: 578.2 m/s
Entrance F flux: 4.6530e+17 cm^-2 s^-1
Silicon atom density: 4.9940e+22 cm^-3
Clausing K: 0.109327; mesh shift -2.0e-05
Zero-loss H: 0.380202; mesh shift -5.0e-05
Conductance H: 0.380320
Conductance excess: 1.177e-04; coarse mesh 1.173e-04
Largest scanned relative excess: 0.2012 %
  at depth/diameter 0.25, S 0.40
H with wall loss: 0.167859; mesh shift -3.5e-05
Zero-loss H / H with loss: 2.2650
Floor centre and edge flux / Gamma0: 0.17146, 0.16278
First-arrival T, floor-return B: 0.061204, 0.794424
Uniform re-emission H with loss: 0.167931
Traced radicals, example: 200000
Traced K: 0.10895 +/- 0.00099
Traced zero-loss H: 0.37417 +/- 0.00456
Traced H from hits: 0.16986 +/- 0.00194
Traced H from reactions: 0.16890 +/- 0.00202
Predicted hit-estimator error: 0.00190
Fractions reacted, recombined, escaped: 0.03357, 0.16378, 0.80265
Equilibrium floor hits, wall hits, path/R (depth 4R): 1.016, 8.072, 16.140
Deep formula H at depth/diameter 10: 0.17953
Deep formula deviation at 10, 40: 6.96, 3.18 %
K*3L/(8R) at depth/diameter 100: 0.9726
Depth/diameter | K | zero-loss H | conductance H | H at s=0.01
  1 | 0.51423 | 0.84036 | 0.84109 | 0.81422
  2 | 0.35657 | 0.73432 | 0.73481 | 0.67583
  5 | 0.19095 | 0.54105 | 0.54130 | 0.39694
 10 | 0.10933 | 0.38020 | 0.38032 | 0.16786
 20 | 0.05947 | 0.24015 | 0.24019 | 0.03202
 40 | 0.03128 | 0.13899 | 0.13900 | 0.00185
Mesh shift at 40, K and H with loss: -9.5e-05, -9.8e-06
Open-surface etch rate: 279.52 nm/min
Hole-floor etch rate: 46.92 nm/min
Zero-loss floor etch rate: 106.27 nm/min
Gas mean free path (0.4 nm spheres): 2.185e+06 nm
SiF4 pressure at floor: 0.1699 mTorr
Mean radical stay: 2.831 ns
Floor motion during stay: 2.21e-09 nm
H with 10% specular wall hits: 0.20291 +/- 0.00286
H at s=0.005 and s=0.02: 0.24200, 0.09406
Ion current: 2.0 mA/cm^2; F removed per ion: 20
Coverage-limited S and H: 0.18792, 0.17247
Coverage change of etch rate: -3.50 %
all assertions hold
```
